# Choosing the time step for Langevin dynamics of a fluctuating surface step

In a model of an atomic step on hot silicon, the shortest wavelength kept is 31.25 nm and relaxes in 0.167 ms. The Euler scheme with a time step of 0.25 ms gives this mode 4.00 times its correct variance. Another update, with steps of 100 ms and then 300 ms, gives the correct variances and correlations to within rounding error. Its steps are 600 and 1800 times longer than the relaxation time, yet nothing has been lost at the times where the result is recorded.

The setting behind this contrast is the time step of Langevin dynamics. An electronic-structure program that moves atoms in this way needs it together with a friction constant. The fluctuating step shows what the setting does, because its equation is linear and can be solved between any two times.

## The model and its modes

Let \(x(y,t)\) be the displacement of the step at position \(y\) along it, periodic with length \(L\). Bending costs the energy

\[
E=\frac B2\int_0^L x_y^2\,dy ,
\]

where \(B\) is the stiffness and slopes are small. The restoring force per length is \(-\delta E/\delta x=Bx_{yy}\). If atoms attach and detach independently along the step, its local velocity is \(\Gamma/kT\) times this force, plus noise:

\[
\partial_t x=Dx_{yy}+\eta,\qquad D=\frac{\Gamma B}{kT},
\]
\[
\langle\eta(y,t)\eta(y',t')\rangle=2\Gamma\,\delta(y-y')\,\delta(t-t').
\]

The mobility \(\Gamma\) is in nm³/s, so \(D\) is in nm²/s. The motion is classical and overdamped, so \(\hbar\) and the electron's mass and charge do not enter. With \(q_n=2\pi n/L\), keep \(M\) wavelengths:

\[
x=a_0+\sum_{n=1}^{M}\left[a_n\cos q_ny+b_n\sin q_ny\right].
\]

**Equilibrium variance.** Since \(\int\cos^2=\int\sin^2=L/2\) and the cross terms integrate to zero,

\[
E=\frac B2\sum_n q_n^2\frac L2(a_n^2+b_n^2)=\sum_n\frac{LBq_n^2}{4}(a_n^2+b_n^2).
\]

Comparing the Boltzmann weight \(\exp(-LBq_n^2a_n^2/4kT)\) with \(\exp(-a_n^2/2S_n)\) gives

\[
S_n=\frac{2kT}{LBq_n^2}.
\]

**Equation of one mode.** Multiply the equation of motion by \((2/L)\cos q_ny\) and integrate. Two integrations by parts turn \(x_{yy}\) into \(-q_n^2a_n\); the boundary terms vanish by periodicity. Thus

\[
\dot a_n=-v_na_n+\eta_n,\qquad v_n=Dq_n^2 .
\]

The projected noise has strength

\[
\frac{4}{L^2}\,2\Gamma\int_0^L\cos^2(q_ny)\,dy=\frac{4\Gamma}{L}.
\]

Noises of different modes are uncorrelated because their shapes are orthogonal. The strength agrees with equilibrium, since

\[
2v_nS_n=2\,\frac{\Gamma Bq_n^2}{kT}\,\frac{2kT}{LBq_n^2}=\frac{4\Gamma}{L}.
\]

The mean position \(a_0=(1/L)\int x\,dy\) has no restoring force. Its noise strength is \((1/L^2)2\Gamma L=2\Gamma/L\), so it performs a random walk and has no stationary variance.

## An update without a time-step error

Drop the index \(n\). Multiplying \(\dot a+va=\eta\) by \(e^{vt}\) makes the left side the derivative of \(e^{vt}a\). Integrating from \(t\) to \(t+h\) gives

\[
a(t+h)=e^{-vh}a(t)+\int_0^h e^{-v(h-s)}\eta(t+s)\,ds .
\]

The integral is a linear combination of Gaussian noise, so it is Gaussian with zero mean. The delta function removes one of the two time integrals in its variance:

\[
2vS\int_0^h e^{-2v(h-s)}ds=S\left(1-e^{-2vh}\right).
\]

With \(\xi\) a fresh normal number of unit variance, the update is therefore

\[
a(t+h)=e^{-vh}a(t)+\sqrt{S(1-e^{-2vh})}\;\xi .
\]

The same rule holds for \(b_n\). The mean position receives a Gaussian increment of variance \(2\Gamma h/L\). For \(vh\gg1\) the old amplitude is forgotten and the update draws a new equilibrium value. This is why a step far longer than the relaxation time does no harm.

**Why the partition of time drops out.** Make two updates, of lengths \(h_1\) and \(h_2\). The decay factors multiply to \(e^{-v(h_1+h_2)}\). The first noise is damped by the second update, and the total noise variance is

\[
e^{-2vh_2}S(1-e^{-2vh_1})+S(1-e^{-2vh_2})=S\left(1-e^{-2v(h_1+h_2)}\right).
\]

This is the noise of a single update of length \(h_1+h_2\). By repetition, any sequence of updates, regular or not, has the same effect as one update over the total time.

If the first amplitude is drawn with variance \(S\), the next has variance \(e^{-2vh}S+S(1-e^{-2vh})=S\). Later noise is independent of earlier amplitudes, so

\[
\langle a(t)a(t')\rangle=Se^{-v|t-t'|}.
\]

A Gaussian process is fixed by its mean and covariance. Hence all joint statistics at the common times agree, including those of quantities that are nonlinear in \(x\).

**The start matters.** If the initial variance is \(P_0\) instead of \(S\), the update gives

\[
P(t)=S+(P_0-S)e^{-2vt}.
\]

The time step cannot remove this transient. It is avoided by drawing each nonzero mode from its equilibrium distribution.

## The silicon example

The parameters are rough values for a step on Si(111) at 1173 K: \(B=0.3\) eV/nm and \(\Gamma=5\times10^4\) nm³/s. The length is \(L=2000\) nm, the terraces are 500 nm wide, and \(M=64\). With \(kT=0.1011\) eV,

\[
D=\frac{5\times10^4\times0.3}{0.1011}=1.48\times10^5\ \mathrm{nm^2/s}.
\]

For the longest wave \(q_1=2\pi/2000=3.14\times10^{-3}\) nm⁻¹, so \(v_1=Dq_1^2=1.465\) s⁻¹, a relaxation time of 683 ms. Its variance is

\[
S_1=\frac{2\times0.3369}{2000\times(3.14\times10^{-3})^2}\approx34.1\ \mathrm{nm^2},
\]

where 0.3369 nm is \(kT/B\). Mode 64 relaxes \(64^2=4096\) times faster.

**A test without sampling error.** The output of the update is a linear function of the random numbers fed to it. Feeding in one unit impulse at a time gives the coefficients of that function, and sums of their products give the covariance of the output. This was done for the times 0, 0.1 and 0.4 s, reached by 2 steps, by 200 equal steps and by 18 irregular steps. The largest deviation from the formula was \(2.5\times10^{-15}\), relative to the variance of each nonzero mode and, for the mean position, to its largest covariance.

**A test with random numbers.** For each time step, 4000 runs of 0.1 s gave the values below, in nm² with one standard error. The columns are the variance of \(a_1\), its correlation over 0.1 s, and the mean-square displacement of a point on the step.

| Time step | Variance | Correlation | Displacement² |
|---|---|---|---|
| 100 ms | 33.8 ± 0.8 | 29.0 ± 0.7 | 45.36 ± 0.25 |
| 20 ms | 33.6 ± 0.8 | 29.1 ± 0.7 | 44.54 ± 0.25 |
| 5 ms | 33.2 ± 0.7 | 28.7 ± 0.7 | 45.20 ± 0.25 |
| Formula | 34.1 | 29.5 | 45.26 |

The displacement at 20 ms lies 2.9 standard errors low. A deviation this large has a probability of about 0.4 % in one comparison and up to about 4 % in nine. It does not grow or shrink steadily with the time step, and the composition rule leaves no room for a bias at 20 ms. I read it as a chance deviation. The numerical output follows this text.

## What an approximate update does

The Euler scheme replaces the decay factor by its first-order expansion:

\[
a(t+h)=(1-vh)a(t)+\sqrt{2vSh}\;\xi .
\]

Its stationary variance \(P\) must reproduce itself, \(P=(1-vh)^2P+2vSh\). Since \(1-(1-vh)^2=2vh-v^2h^2\),

\[
P=\frac{2vSh}{2vh-v^2h^2}=\frac{S}{1-vh/2}.
\]

A stationary state requires \(|1-vh|<1\), or \(h<2/v\). The fastest mode sets this limit, here 0.333 ms. The correlation over one step is \(1-vh\) instead of \(e^{-vh}\). At \(vh=1.5\) the variance is \(S/0.25=4S\), the factor in the opening, and the correlation is −0.50 where the true value is +0.22. For a given amplitude, the average after one Euler step lies on the other side of the mean, whereas the true average decays towards the mean without crossing it.

For an error of 1 % in the variance of mode 64, \(vh/2\approx0.01\), so \(h=3.33\) µs. A run of 0.1 s then takes about 30 000 steps, where the exact update needs one.

The error is easily overlooked in real space. To leading order in \(v_nh\), the excess variance of mode \(n\) is

\[
\frac{S_nv_nh}{2}=\frac{kT\,Dh}{LB}=\frac{\Gamma h}{L},
\]

the same for every mode. At \(v_{64}h=0.5\) this estimate is 25 % of \(S_{64}=0.0083\) nm² but only 0.006 % of \(S_1\). A correct overall width is therefore weak evidence that the short waves are correct. The local slope, which weights each variance by \(q_n^2\), is a sharper check.

## Displacement of a point on the step

For one amplitude, the mean-square change over a time \(t\) is \(2S-2Se^{-vt}\). The cosine and sine parts combine through \(\cos^2+\sin^2=1\), so a point on the step has

\[
g(t)=\langle[x(y,t)-x(y,0)]^2\rangle=\frac{2\Gamma t}{L}+2\sum_n S_n\left(1-e^{-v_nt}\right).
\]

When all modes are kept, define \(f(q)=(1-e^{-Dq^2t})/q^2\), with \(f(0)=Dt\). Each \(n\ge1\) contributes \((4kT/LB)f(q_n)\), and the mean position contributes \((2kT/LB)Dt=2\Gamma t/L\). Together they form a sum over all positive and negative \(n\):

\[
g(t)=\frac{2kT}{LB}\sum_{n=-\infty}^{\infty}f(q_n)\;\to\;\frac{kT}{\pi B}\int_{-\infty}^{\infty}f(q)\,dq .
\]

The integral replaces the sum when \(\sqrt{Dt}\ll L\), because \(f\) then varies little between neighbouring \(q_n\). Call the integral \(J(\tau)\) with \(\tau=Dt\). Then \(J(0)=0\) and \(J'(\tau)=\int e^{-\tau q^2}dq=\sqrt{\pi/\tau}\), so \(J=2\sqrt{\pi\tau}\) and

\[
g(t)=\frac{2kT}{B}\sqrt{\frac{Dt}{\pi}} .
\]

At 0.1 s, \(\sqrt{Dt}\approx122\) nm and the law gives 46.31 nm², in agreement with the sum over modes.

If the step is straight at time zero, each mode instead has variance \(S(1-e^{-2vt})\). The same steps, with \(2Dt\) in the exponent and half the prefactor, give \((kT/B)\sqrt{2Dt/\pi}\). This is smaller than \(g\) by \(\sqrt2\): 32.75 nm² at 0.1 s. The equilibrium step moves more because its initial bends also relax. A lattice of 160 sites with local noise, solved by matrix exponentials, gave 32.74 nm² for the straight start.

**Cutoff error.** The number of modes is a separate setting. At times long enough for the omitted modes to have relaxed, they would add

\[
2\sum_{n>M}S_n=\frac{kT\,L}{\pi^2B}\sum_{n>M}\frac1{n^2}\approx\frac{kT\,L}{\pi^2BM}.
\]

For \(M=64\) this is 1.07 nm². The computed shifts at 0.1 s are −4.5 %, −2.3 % and −1.1 % for \(M=32\), 64 and 128, halving as \(M\) doubles. A smaller time step does not reduce them.

## What still depends on the sampling interval

**Statistical error.** Suppose \(S\) is estimated by averaging \(a^2\) over \(K\) samples of one run. For two samples with correlation \(\rho\), write \(a_j=\rho a_i+\sqrt{S(1-\rho^2)}\,\xi\). With \(\langle a_i^4\rangle=3S^2\),

\[
\langle a_i^2a_j^2\rangle=3\rho^2S^2+(1-\rho^2)S^2=S^2+2\rho^2S^2 .
\]

The covariance of the squares is thus \(2\rho^2S^2\), where \(\rho=r^{|i-j|}\) and \(r=e^{-vh}\). For a run much longer than \(1/v\), summing over all pairs gives the squared relative error

\[
\frac2K\left(1+2\sum_{k\ge1}r^{2k}\right)=\frac2K\,\frac{1+r^2}{1-r^2}.
\]

For \(vh\ll1\) the fraction tends to \(1/vh\), and the relative error to \(\sqrt{2/(vT_{\rm run})}\), where \(T_{\rm run}=Kh\). Denser sampling cannot lower it further. For mode 1 in a run of 40 s, 10 samples give an error of 45 %, 40 samples 24 %, and 2000 samples 18.5 %, which is the limit. The spread among 5000 simulated runs was 44 %, 24 % and 18 %.

**Events between samples.** The update fixes the statistics at the recorded times, not the path between them. Let the neighbours of a midpoint be known, each with correlation \(\rho=e^{-vh/2}\) to it and \(\rho^2\) to each other. The best linear estimate is \(c(a_-+a_+)\). Its error must be uncorrelated with \(a_\pm\), which requires \(c(1+\rho^2)=\rho\). The remaining variance is

\[
S(1-2c\rho)=S\,\frac{1-\rho^2}{1+\rho^2}=S\tanh\frac{vh}{2}.
\]

For mode 1 and \(h=0.1\) s this is about 2.5 nm², or 1.6 nm rms. Maximum excursions and first contacts therefore need an interval fine enough for the modes that matter.

## How far the model can be trusted for silicon

The temperature lies above the change of the Si(111) surface from its 7×7 to its 1×1 structure, near 1100 K. The stiffness and mobility are rough, and the 500 nm terraces suit a well-oriented wafer. The neglected effects have the following sizes.

**Slow adatom diffusion.** For the displacement at 0.1 s this is the largest of the four effects estimated here. The model takes the adatom density on the terraces to stay at equilibrium. Suppose instead that it adjusts by diffusion, fast enough to be quasi-steady, while the neighbouring steps stay straight. Let \(c\) be the excess density divided by the value that would balance the bent step, \(w\) the terrace width, and \(d\) the adatom diffusivity divided by the attachment velocity. Then \(c''=q^2c\), with

\[
1-c(0)=-d\,c'(0),\qquad c(w)=-d\,c'(w).
\]

Insert \(c=c_0(\cosh qz-r_q\sinh qz)\) and write \(p=qd\). The two conditions give

\[
c_0=\frac1{1+pr_q},\qquad r_q=\frac{\cosh qw+p\sinh qw}{p\cosh qw+\sinh qw}.
\]

The exchange is proportional to \(1-c_0\), so \(c_0\) is the fraction by which the mode is slowed. At \(q=0\) the profile is linear with slope \(-s\). The conditions become \(ds=1-c_0\) and \(c_0=(d+w)s\), so \(c_0=(d+w)/(2d+w)\).

The length \(d\) is poorly known. For 10 µm, mode 1 is slowed by 3 % and the mean position by 51 %; for 1 µm, by 25 % and 60 %. The mean position supplies 5.0 of the 45.3 nm² at 0.1 s, so its slowing removes about 3 nm². The slowing of the bending modes removes a further 0.4 nm² for \(d=10\) µm and 3.4 nm² for 1 µm. Nothing here confines \(d\) to micrometres. For 100 nm, mode 1 is slowed by 75 % and the displacement at 0.1 s falls by 40 %; for 30 nm, by 91 % and 57 %. In that range the uncorrected rates do not describe the step, and a mobility fitted to observed fluctuations would already contain the slowing. Equilibrium variances do not change, because the energy is the same. Within this quasi-steady picture the cure is to multiply each \(v_n\) by its \(1-c_0\) and keep \(S_n\), and to multiply the increment variance \(2\Gamma h/L\) of the mean position by the value of \(1-c_0\) at \(q=0\). The update stays free of time-step error.

**Finite slope.** The mean-square slope is \(\sum q_n^2S_n=2MkT/(LB)=0.0216\), or 0.147 rms. For an isotropic line tension the energy is proportional to \(\sqrt{1+s^2}-1\approx s^2/2-s^4/8\), where \(s\) is now the slope. The quadratic form overestimates its mean by 1.5 %. The variances are affected about twice as much: the curvature of the energy, \(1-3s^2/2\), lowers the average stiffness by \(\tfrac32\times0.0216=3.2\) %, and each \(S_n\) rises by about that fraction. This error grows in proportion to \(M\) at leading order, while the cutoff error falls as \(1/M\). Adding modes without limit therefore does not improve the model.

**Step repulsion.** Take an energy \(g/w^2\) per length for each terrace. Displacing one step by \(u\) gives \(g/(w+u)^2+g/(w-u)^2\), whose curvature at \(u=0\) is \(12g/w^4\). With \(g\approx0.1\) eV nm, a rough sum of elastic and entropic parts, this is \(6\times10^{-6}\) of the bending term \(Bq_1^2\). The two parts do not simply add: for an elastic energy of 0.04 eV nm divided by the squared distance between each pair of steps, the standard expression for their combined effect gives \(g\approx0.16\) eV nm and a ratio of \(1\times10^{-5}\), still negligible. The ratio scales as \(w^{-4}\), so at 50 nm it would be about 6 % with the simple sum and 10 % with the combined value. These are upper estimates. The entropic part acts only on steps longer than the collision length \(w^2B/kT\), which is 740 µm for 500 nm terraces and 7.4 µm for 50 nm, both longer than \(L\). The elastic part alone, summed over all neighbours, gives \(3\times10^{-6}\) and 3 %.

**Sublimation.** For a rough vapour pressure of \(4\times10^{-10}\) Torr, the step recedes by 0.0025 nm in 0.1 s, against an rms displacement of 6.7 nm.

## Guidance for the setting

- **Linear modes with constant coefficients:** use the exact update and let the output times fix the step. If the temperature changes abruptly, end a step there and recompute \(v\) and \(S\).
- **Euler scheme:** choose \(h\) from the fastest mode. A relative variance error \(\epsilon\ll1\) requires \(h\approx2\epsilon/v_{\max}\).
- **Averages:** start from equilibrium and lengthen the run. Once \(vh\ll1\), extra samples add little.
- **Nonlinear forces:** the proof no longer applies, and results must be compared at different time steps.

The last point covers molecular dynamics with a Langevin thermostat. Friction \(\gamma\) and noise acting alone on a velocity component \(u\) of an atom of mass \(m_a\) obey the equation of one mode, with \(v\to\gamma\) and \(S\to kT/m_a\). Hence

\[
u(t+h)=e^{-\gamma h}u(t)+\sqrt{\frac{kT}{m_a}\left(1-e^{-2\gamma h}\right)}\;\xi
\]

has no time-step error for that part of the motion. The interatomic forces change the velocity during the same interval, and treating them in separate substeps brings back a time-step error even for a harmonic force of frequency \(\omega\). With the thermostat applied before and after a velocity-Verlet step, the position variance is too large by the factor \(1/(1-\omega^2h^2/4)\). With the thermostat in the middle of the drift, the position variance is right and the velocity variance is too small by the factor \(1-\omega^2h^2/4\). Both orderings are unstable for \(\omega h>2\). Real forces are, in addition, nonlinear in the positions. The time step must still resolve the fastest vibration, however accurately the thermostat is treated.

## Computed values

```
temperature 1173 K, kT = 0.10108 eV
stiffness 0.3 eV/nm, mobility 5.0e+04 nm^3/s
period L 2000 nm, terrace 500 nm, M = 64
D = 1.4840e+05 nm^2/s, kT/stiffness = 0.3369 nm
mode 1: wavelength 2000.00 nm, rate 1.465 1/s, time 682.8 ms, variance 34.14 nm^2
mode 64: wavelength 31.25 nm, rate 5999 1/s, time 0.1667 ms, variance 0.008335 nm^2
mode 3 variance: Boltzmann 3.7932, formula 3.7932 nm^2
growth in 0.1 s without mean drift: lattice 41.284, modes 41.314 nm^2
straight start, 0.1 s: lattice 32.738, modes 32.749 nm^2
t = 0.01 s: mode sum 14.6455, square-root law 14.6459 nm^2
t = 0.1 s: mode sum 46.3139, square-root law 46.3143 nm^2
M = 32: displacement^2 at 0.1 s 44.214 nm^2, shift from all modes -4.54 %
M = 64: displacement^2 at 0.1 s 45.256 nm^2, shift from all modes -2.28 %
M = 128: displacement^2 at 0.1 s 45.783 nm^2, shift from all modes -1.15 %
exact update, 2 steps: largest relative covariance error 2.1e-16
exact update, 200 steps: largest relative covariance error 2.5e-15
exact update, 18 irregular steps: largest relative covariance error 4.3e-16
Euler, v h = 0.02, h = 3.33 us: variance/S 1.0101, correlation 0.9800, true 0.9802
Euler, v h = 0.5, h = 83.35 us: variance/S 1.3333, correlation 0.5000, true 0.6065
Euler, v h = 1.5, h = 250.04 us: variance/S 4.0000, correlation -0.5000, true 0.2231
Euler stability limit for M = 64: 0.3334 ms
expected: variance 34.139, correlation 29.488, displacement^2 45.256 nm^2
h = 100 ms, 4000 runs: 33.82+-0.76, 29.01+-0.70, 45.36+-0.25 nm^2
h = 20 ms, 4000 runs: 33.56+-0.76, 29.07+-0.71, 44.54+-0.25 nm^2
h = 5 ms, 4000 runs: 33.23+-0.74, 28.72+-0.67, 45.20+-0.25 nm^2
40 s run, h = 0.02 s: relative error of mode 1 variance 0.180, formula 0.185
40 s run, h = 1.0 s: relative error of mode 1 variance 0.235, formula 0.236
40 s run, h = 4.0 s: relative error of mode 1 variance 0.437, formula 0.447
limit of dense sampling: 0.185
repulsion: elastic 0.04 (rough), entropic 0.0560 eV nm; relative to mode 1 stiffness 6.2e-06
rms slope 0.1468, energy overestimate 1.54 %
sublimation at 4e-10 Torr (rough): drift 2.5e-03 nm in 0.1 s, rms displacement 6.73 nm
attachment length 1 um: mode 1 slowed by 25.0 %, mean position by 60.0 %
attachment length 10 um: mode 1 slowed by 3.3 %, mean position by 51.2 %
mean-position part of displacement^2 at 0.1 s: 5.00 nm^2
```
